# The Parapositronium Decay Rate from Dirac's Annihilation Cross Section

Positronium is the bound state of an electron and a positron, two particles of equal mass $m$ and opposite charge. Parapositronium is its form with total spin zero (the spin singlet); the three states with total spin one form the triplet. The fine-structure constant is $\alpha$, and

$$
a_0=\frac{\hbar}{\alpha mc},\qquad r_e=\frac{\alpha\hbar}{mc}=\alpha^2a_0
$$

are the Bohr radius and the classical electron radius. The decay rate $\Gamma$ is defined by the survival probability $e^{-\Gamma t}$, so the mean lifetime is $\tau=1/\Gamma$. For the ground state of parapositronium at rest, to lowest order in $\alpha$, the result is

$$
\Gamma=\frac{\alpha^5mc^2}{2\hbar},
$$

or $m\alpha^5/2$ in units with $\hbar=c=1$. These units are used below until numbers are needed, together with $e^2=4\pi\alpha$ and the metric $a\cdot b=a^0b^0-\mathbf a\cdot\mathbf b$. A slash denotes $\not a=a^0\gamma^0-\mathbf a\cdot\boldsymbol\gamma$.

The calculation has two ingredients. One is the strength with which a slow free pair annihilates, and the other is the probability density for finding the bound electron and positron at the same place. The first is contained in Dirac's cross section for annihilation into two photons. If the positron has speed $\beta$ and Lorentz factor $\gamma=1/\sqrt{1-\beta^2}$ in the rest frame of the electron, the cross section averaged over spins is

$$
\bar\sigma=\frac{\pi r_e^2}{\gamma+1}\left[\frac{\gamma^2+4\gamma+1}{\gamma^2-1}\ln\!\left(\gamma+\sqrt{\gamma^2-1}\right)-\frac{\gamma+3}{\sqrt{\gamma^2-1}}\right].
$$

For small $\beta$ we have $\gamma\to1$ and $\sqrt{\gamma^2-1}=\gamma\beta\approx\beta$, and the logarithm is also approximately $\beta$. The bracket becomes $6/\beta-4/\beta=2/\beta$, and the prefactor is $\pi r_e^2/2$. Hence, with $v$ the relative velocity,

$$
\bar\sigma v\to\pi r_e^2c .
$$

In this lowest-order formula, which leaves out the Coulomb attraction between the particles, the cross section grows as $1/v$ when $v$ falls, but the product $\bar\sigma v$, which determines the annihilation rate at a given density, stays finite.

This average hides the dependence on spin, which is needed for a singlet atom. It can be found from the lowest-order amplitude for a pair at rest, and the same calculation confirms the slow limit without using the full formula. Let the electron and positron have four-momenta $p=p'=(m,\mathbf 0)$. Momentum conservation sends the photons in opposite directions, and energy conservation gives each of them energy $m$:

$$
k_1=m(1,\mathbf n),\qquad k_2=m(1,-\mathbf n).
$$

Their polarizations are real unit vectors perpendicular to $\mathbf n$, written as $\epsilon_i=(0,\boldsymbol\epsilon_i)$. Either photon can be emitted first along the electron line, so there are two diagrams. Up to an overall phase, the amplitude is

$$
M=e^2\,\bar v\left[\not\epsilon_2\frac{\not p-\not k_1+m}{(p-k_1)^2-m^2}\not\epsilon_1+\not\epsilon_1\frac{\not p-\not k_2+m}{(p-k_2)^2-m^2}\not\epsilon_2\right]u .
$$

Because $p^2=m^2$ and $k_i^2=0$, both denominators equal $-2p\cdot k_i=-2m^2$. In the numerators, the anticommutation rule $\not p\not\epsilon=2p\cdot\epsilon-\not\epsilon\not p$ gives

$$
(\not p+m)\not\epsilon_i u=2p\cdot\epsilon_i\,u-\not\epsilon_i(\not p-m)u=0 .
$$

The first term vanishes because $p$ has no spatial part, and the second vanishes by the Dirac equation. What remains is

$$
M=\frac{e^2}{2m^2}\,\bar v\left[\not\epsilon_2\not k_1\not\epsilon_1+\not\epsilon_1\not k_2\not\epsilon_2\right]u .
$$

Now insert $\not k_1=m(\gamma^0-\mathbf n\cdot\boldsymbol\gamma)$ and $\not k_2=m(\gamma^0+\mathbf n\cdot\boldsymbol\gamma)$. Since $\gamma^0$ anticommutes with $\not\epsilon_i$, the terms with $\gamma^0$ add up to

$$
-m\gamma^0(\not\epsilon_2\not\epsilon_1+\not\epsilon_1\not\epsilon_2)=2m\,(\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2)\,\gamma^0 .
$$

Between the spinors this gives $\bar v\gamma^0u=v^\dagger u$. In the Dirac representation, with the normalization $u^\dagger u=v^\dagger v=2m$ at rest,

$$
u=\sqrt{2m}\begin{pmatrix}\chi\\0\end{pmatrix},\qquad v=\sqrt{2m}\begin{pmatrix}0\\ \eta\end{pmatrix},
$$

so $v^\dagger u=0$ and the $\gamma^0$ terms drop out. Here $\chi$ is the two-component spinor of the electron, and $\eta$ is that of the negative-energy electron whose absence is the positron.

The matrix $\mathbf n\cdot\boldsymbol\gamma$ also anticommutes with $\not\epsilon_i=-\boldsymbol\epsilon_i\cdot\boldsymbol\gamma$, because $\mathbf n$ is perpendicular to $\boldsymbol\epsilon_i$. Moving it to the left in both remaining terms gives

$$
-m\left[\not\epsilon_2(\mathbf n\cdot\boldsymbol\gamma)\not\epsilon_1-\not\epsilon_1(\mathbf n\cdot\boldsymbol\gamma)\not\epsilon_2\right]
=m(\mathbf n\cdot\boldsymbol\gamma)\left[\not\epsilon_2\not\epsilon_1-\not\epsilon_1\not\epsilon_2\right].
$$

Let $\boldsymbol\Sigma$ be the matrix with the Pauli matrices $\boldsymbol\sigma$ in both diagonal blocks. The product rule for Pauli matrices implies $(\mathbf a\cdot\boldsymbol\gamma)(\mathbf b\cdot\boldsymbol\gamma)=-\mathbf a\cdot\mathbf b-i\boldsymbol\Sigma\cdot(\mathbf a\times\mathbf b)$. The symmetric parts cancel in the difference, which becomes

$$
\not\epsilon_2\not\epsilon_1-\not\epsilon_1\not\epsilon_2=2i\,\boldsymbol\Sigma\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)=2i\,g\,\boldsymbol\Sigma\cdot\mathbf n,
\qquad g=\mathbf n\cdot(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2).
$$

The last form holds because both polarizations are perpendicular to $\mathbf n$, so their cross product lies along $\mathbf n$. Finally, $(\boldsymbol\sigma\cdot\mathbf n)^2=1$ gives

$$
(\mathbf n\cdot\boldsymbol\gamma)(\mathbf n\cdot\boldsymbol\Sigma)=\begin{pmatrix}0&1\\-1&0\end{pmatrix},
\qquad
\bar v\begin{pmatrix}0&1\\-1&0\end{pmatrix}u=2m\,\eta^\dagger\chi .
$$

In the second expression, one minus sign from the matrix cancels one from $\bar v=v^\dagger\gamma^0$. Collecting the factors,

$$
M=\frac{e^2}{2m^2}\,(2img)(2m\,\eta^\dagger\chi)=2ie^2g\,\eta^\dagger\chi .
$$

For each photon choose two perpendicular linear polarizations from the same pair of axes. Then $g=0$ if the two photons are polarized in parallel, and $g=\pm1$ for the two crossed combinations. The sum over polarizations is therefore

$$
\sum_{\rm pol}|M|^2=8e^4|\eta^\dagger\chi|^2,
$$

which does not depend on the direction $\mathbf n$.

To average over spins, let $\chi$ and $\eta$ each run over two basis spinors. The sum of $|\eta^\dagger\chi|^2$ over the four combinations is 2, so its average is $1/2$, and the average of the squared amplitude is $4e^4=64\pi^2\alpha^2$. The cross section follows from

$$
\sigma v=\frac{1}{(2m)(2m)}\;\frac12\int |M|^2\,d\Phi ,
$$

where the factors $2m$ come from the normalization of the incoming particles. The factor $1/2$ prevents an integration over all directions from counting each pair of identical photons twice. In the two-photon phase space, the momentum delta function removes one photon momentum, leaving

$$
\int d\Phi=\int\frac{d\Omega\,\omega^2d\omega}{(2\pi)^2\,4\omega^2}\,\delta(2m-2\omega)=\int\frac{d\Omega}{32\pi^2}=\frac1{8\pi}.
$$

The energy delta function contributes a factor $1/2$ because its argument contains $2\omega$. Thus

$$
\bar\sigma v=\frac1{4m^2}\cdot\frac12\cdot\frac1{8\pi}\cdot64\pi^2\alpha^2=\frac{\pi\alpha^2}{m^2}=\pi r_e^2c,
$$

where the last form restores ordinary units. This is the slow limit of Dirac's formula.

The dependence on spin is contained entirely in $\eta^\dagger\chi$. Removing a negative-energy electron with spin down leaves a positron with spin up, so $\eta$ is not itself the positron's spin state. Charge conjugation, $v=i\gamma^2u^*$, fixes the relation including its signs: $\eta=-i\sigma_2\chi_+^*$, where $\chi_+$ is the spin state of the positron. A positron with spin $\uparrow$ has $\eta=\,\downarrow$, and one with spin $\downarrow$ has $\eta=-\!\uparrow$. With the electron spin written first and the positron spin second, the values of $\eta^\dagger\chi$ are

$$
\uparrow\uparrow:\;0,\qquad \downarrow\downarrow:\;0,\qquad \uparrow\downarrow:\;-1,\qquad \downarrow\uparrow:\;+1 .
$$

The amplitude is linear in the spin state. For the triplet state $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ the two contributions cancel, and the other two triplet states also give zero. For the singlet $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ the sum is $(-1-1)/\sqrt2=-\sqrt2$, whose square is 2. This is four times the spin average of $1/2$. In terms of cross sections at vanishing velocity,

$$
\bar\sigma v=\tfrac14\left(\sigma_sv+0+0+0\right),\qquad \sigma_sv=4\pi r_e^2c .
$$

An unpolarized pair is in the singlet with probability one quarter, whereas parapositronium is in the singlet with certainty. The vanishing triplet amplitude concerns two-photon annihilation at rest in this order; it says nothing about decay into a larger number of photons.

The free-pair result must now be carried over to the atom. Place a free singlet pair in a large volume $V$, with relative wave function $e^{i\mathbf q\cdot\mathbf r}/\sqrt V$. The density of the positron at the position of the electron is $1/V$, and the annihilation rate is $\sigma_sv/V$. The atom at rest is a superposition of such plane waves, and its annihilation amplitude is the same superposition of their amplitudes. If the free amplitude is nearly independent of $\mathbf q$ for the momenta that matter, it can be taken outside the sum. The plane waves then add up to the bound wave function at $\mathbf r=0$. The factor $1/\sqrt V$ in the amplitude is thus replaced by $\psi(0)$, and the rate becomes

$$
\Gamma=\sigma_sv\,|\psi(0)|^2 .
$$

The binding energy also changes the photon energies slightly, but this is a relative change of order $\alpha^2$ and is neglected.

The condition on the amplitude has a simple meaning in space. Between the two emissions, the virtual electron has energy $m-m=0$, so its denominator is $-(\mathbf Q^2+m^2)$, where $\mathbf Q$ is its momentum. In space this corresponds to a Yukawa function $e^{-mr}/r$, with range $1/m$, or $\hbar/(mc)=\alpha a_0$ in ordinary units. Annihilation therefore probes a region much smaller than the atom, over which $\psi$ is nearly constant.

The numerical check tests this relation with a weak short-range absorber: an imaginary potential proportional to $e^{-r^2/w^2}$, whose width $w$ is called its range, added to the equation for the relative motion of the pair. Its capture cross section is calculated for free particles, and its decay rate from a complex bound-state energy. The ratio $\Gamma/(\sigma v|\psi(0)|^2)$ is 0.9561 for a range of $0.04\,a_0$ and 0.9777 for $0.02\,a_0$. Halving the range roughly halves the deficit, and linear extrapolation to zero range gives 0.9994. These values hold for a potential $-\tfrac i2W(r)$ with $\int W\,d^3r=10^{-3}$ hartree $a_0^3$ and a free relative momentum $0.1\,\hbar/a_0$; for an absorber a hundred times stronger the extrapolation gives only 0.991. The deficit is the first-order average of $|\psi(r)|^2/|\psi(0)|^2=e^{-r/a_0}$ over the Gaussian, which is 0.9560 and 0.9777 for the two ranges. The check therefore illustrates the contact rule for a local absorber; it does not probe the momentum dependence of the annihilation amplitude itself.

The cross section used here is the one for plane waves, without the Coulomb attraction between the particles. In the atom that attraction is already contained in $|\psi(0)|^2$. Using a cross section enhanced by the same attraction would count it twice.

For the contact density, the relative motion has the reduced mass $\mu=m/2$, and the wave function obeys

$$
-\frac1{2\mu}\nabla^2\psi-\frac{\alpha}{r}\psi=E\psi .
$$

For the nodeless function $\psi=Ne^{-r/a}$, the Laplacian is $\nabla^2\psi=(1/a^2-2/(ar))\psi$. Substitution gives

$$
-\frac1{2\mu a^2}+\left(\frac1{\mu a}-\alpha\right)\frac1r=E .
$$

The $1/r$ term must vanish, so $a=1/(\mu\alpha)=2/(m\alpha)=2a_0$, and the energy is $E=-m\alpha^2/4$. Normalization requires

$$
1=4\pi N^2\int_0^\infty r^2e^{-2r/a}\,dr=4\pi N^2\,\frac{2}{(2/a)^3}=\pi a^3N^2 .
$$

Consequently,

$$
|\psi(0)|^2=N^2=\frac1{\pi(2a_0)^3}=\frac1{8\pi a_0^3}=\frac{\alpha^3m^3}{8\pi}.
$$

An electron bound to a fixed nucleus of unit charge has $a=a_0$ and a contact density eight times as large. The lighter reduced mass of positronium doubles the length scale and so dilutes the density by $2^3$.

Multiplying the two ingredients gives

$$
\Gamma=\frac{4\pi\alpha^2}{m^2}\cdot\frac{\alpha^3m^3}{8\pi}=\frac{m\alpha^5}{2}.
$$

Two powers of $\alpha$ come from the emission of two photons, and three from the density of the atom at contact. The same product in ordinary units is

$$
\Gamma=4\pi r_e^2c\cdot\frac1{8\pi a_0^3}=\frac{r_e^2c}{2a_0^3}=\frac{\alpha^4c}{2a_0}=\frac{\alpha^5mc^2}{2\hbar},
$$

where $r_e=\alpha^2a_0$ and then $a_0=\hbar/(\alpha mc)$ have been inserted.

For numerical values, take $r_e=2.81794\ \mathrm{fm}$ and $a_0=52.9177\ \mathrm{pm}$. The spin-averaged strength is $\pi r_e^2c=7.4788\times10^{-21}\ \mathrm{m^3\,s^{-1}}$, and four times this is $\sigma_sv=2.9915\times10^{-20}\ \mathrm{m^3\,s^{-1}}$. The contact density is $|\psi(0)|^2=2.6851\times10^{29}\ \mathrm{m^{-3}}$. Therefore

$$
\Gamma=(2.9915\times10^{-20})(2.6851\times10^{29})\ \mathrm{s^{-1}}=8.0325\times10^{9}\ \mathrm{s^{-1}},
$$

$$
\tau=\frac1\Gamma=124.5\ \mathrm{ps}.
$$

The corresponding energy width is $\hbar\Gamma=5.29\ \mathrm{\mu eV}$. Without the factor four, the inverse rate would be $498\ \mathrm{ps}$. That rate is the initial two-photon decay rate per atom in a sample with all four spin states equally populated, and not the decay rate of parapositronium.

The lowest-order lifetime is thus close to 125 ps, but the formula does not establish the third digit. Over one reduced Compton wavelength, $\hbar/(mc)=0.386\ \mathrm{pm}$, the density $|\psi|^2\propto e^{-r/a_0}$ falls by the fraction $1-e^{-\alpha}$, which is 0.73%. Treating the annihilation region as a point can therefore be expected to cause an error of relative order $\alpha$. Apart from the Coulomb exchange at atomic momenta, which is already contained in $\psi$, one more virtual photon brings an additional factor of $\alpha$ as well. The scale of such corrections is $\alpha\tau=0.91\ \mathrm{ps}$; their sign and numerical coefficient require a calculation beyond the present order. This figure is an order of magnitude and not a bound; at that level of accuracy, 124.5 ps and 125 ps are the same result.

## Values computed for the example and the checks

```
Unpolarized cross section from the amplitude
  beta = 0.01: sigma v/(pi r_e^2 c) = 1.000000
  beta = 0.10: sigma v/(pi r_e^2 c) = 0.999985
  beta = 0.50: sigma v/(pi r_e^2 c) = 0.988629
  beta = 0.90: sigma v/(pi r_e^2 c) = 0.756201
Pair at rest, sigma v in units of pi r_e^2 c
  singlet: 4.000000
  largest triplet value: 1.9e-33
  singlet share, parallel polarizations: 0.0e+00
Radial equation on a grid
  positronium energy: -0.250000 hartree
  positronium |psi(0)|^2: 0.039789 a0^-3
  formula 1/(8 pi): 0.039789 a0^-3
  fixed nucleus / positronium: 8.0000
Absorber test: decay rate/(sigma v |psi(0)|^2)
  range 0.04 a0: 0.9561
  range 0.02 a0: 0.9777
  extrapolated to zero range: 0.9994
Worked example: parapositronium
  alpha = 0.007297353 = 1/137.0360
  electron rest energy = 510.999 keV
  r_e = 2.81794 fm
  a0 = 52.9177 pm
  2 a0 = 105.835 pm
  reduced Compton wavelength = 0.38616 pm
  fall of |psi|^2 over that length = 0.727 %
  spin-averaged sigma v = 7.4788e-21 m^3/s
  singlet sigma v = 2.9915e-20 m^3/s
  |psi(0)|^2 = 2.6851e+29 m^-3
  rate from the product = 8.03250e+09 s^-1
  rate alpha^5 m c^2/(2 hbar) = 8.03250e+09 s^-1
  rate from numerical factors = 8.03250e+09 s^-1
  energy width hbar*Gamma = 5.2871 ueV
  lifetime = 124.49 ps
  lifetime without the factor four = 498.0 ps
  alpha times lifetime = 0.91 ps
```
